# Rutherford scattering from a screened Born calculation, a classical orbit and the exact Coulomb wave

## What goes wrong without the result

An ion-scattering measurement of a thin film counts the ions that reach a detector and divides by a cross section to obtain the number of atoms per unit area. A fractional error in the cross section passes directly into that number.

The obvious quantum calculation fails twice. The first Born amplitude for a bare Coulomb field contains the integral $\int_0^\infty \sin(qr)\,dr$. Cut off at $R$, it equals $(1-\cos qR)/q$, which oscillates for ever as $R$ grows. Screening cures this, but a second problem remains: the Born approximation requires weak coupling, and in the example below the coupling parameter is about 22. A correct formula obtained there by Born would be unsupported. I therefore start with weak coupling and screening, remove the screening, compare with classical orbits, and then remove the restriction on coupling.

The model is a nonrelativistic particle of mass $m$ and energy $E=k^2/2m$, repelled by a fixed centre:

$$V(r)=\frac{C\,e^{-\mu r}}{r},\qquad C=Z_1Z_2>0 .$$

The algebra uses atomic units, $\hbar=1$, and $1/\mu$ is the screening length. For a target of finite mass, $m$ and $E$ become the reduced mass and relative energy, and $\theta$ the centre-of-mass angle. Nuclear forces, spin and exchange of identical particles are left out.

## Simple case: weak coupling, finite screening

The Schrödinger equation is $(\nabla^2+k^2)\psi=2mV\psi$. To invert the left side I need a function obeying $(\nabla^2+k^2)G=\delta(\mathbf R)$ with outgoing waves:

$$G=-\frac{e^{ikR}}{4\pi R}.$$

Away from $R=0$, $\nabla^2G=R^{-1}(RG)''=-k^2G$. Near $R=0$, $G\approx-1/(4\pi R)$, whose gradient has flux $4\pi R^2/(4\pi R^2)=1$ through a small sphere, which is the unit delta function. Hence

$$\psi(\mathbf r)=e^{ikz}-\frac{m}{2\pi}\int\frac{e^{ik|\mathbf r-\mathbf r'|}}{|\mathbf r-\mathbf r'|}V(r')\psi(\mathbf r')\,d^3r'.$$

Far away in the direction $\mathbf n$, $|\mathbf r-\mathbf r'|\approx r-\mathbf n\cdot\mathbf r'$ in the phase and $\approx r$ in the denominator. The second term becomes $f\,e^{ikr}/r$. The scattered flux into $d\Omega$ divided by the incident flux is $|f|^2d\Omega$, since both waves have speed $k/m$.

The first Born approximation replaces $\psi$ under the integral by $e^{ikz}$. With $\mathbf q=k\mathbf n-k\hat{\mathbf z}$,

$$f_B=-\frac{m}{2\pi}\int e^{-i\mathbf q\cdot\mathbf r}V\,d^3r,\qquad q^2=2k^2(1-\cos\theta)=4k^2\sin^2\frac\theta2 .$$

Take the polar axis along $\mathbf q$. The integral over the cosine $c$ of the polar angle is $\int_{-1}^1e^{-iqrc}dc=2\sin(qr)/(qr)$, so

$$\int e^{-i\mathbf q\cdot\mathbf r}V\,d^3r=\frac{4\pi C}{q}\int_0^\infty e^{-\mu r}\sin(qr)\,dr
=\frac{4\pi C}{q}\,\mathrm{Im}\frac{1}{\mu-iq}=\frac{4\pi C}{q^2+\mu^2}.$$

Therefore

$$f_B=-\frac{2mC}{q^2+\mu^2}.$$

The minus sign belongs to repulsion; it disappears from the cross section.

**Check on weak coupling.** To leading order the neglected part of $\psi$ is proportional to $C$, so the difference between the full amplitude $f$ and $f_B$, divided by $f_B$, should be first order in $C$. I tested this against a partial-wave solution with $m=k=\mu=1$ at 1.5 rad. The value of $|f/f_B-1|$ is 0.0200 for $C=0.02$ and 0.0101 for $C=0.01$: halving the coupling halves the error.

## Removing the screening

Hold $\theta>0$ fixed, so that $q>0$, and let $\mu\to0$:

$$|f_B|^2\to\frac{4m^2C^2}{q^4}=\frac{4m^2C^2}{16k^4\sin^4(\theta/2)}.$$

Since $k^4=4m^2E^2$,

$$\boxed{\frac{d\sigma}{d\Omega}=\left[\frac{C}{4E\sin^2(\theta/2)}\right]^2}$$

This is the Rutherford cross section. At finite screening the Born result is smaller by the factor

$$\left(1+\frac{\mu^2}{q^2}\right)^{-2}\approx1-\frac{2\mu^2}{q^2}.$$

**Check on the limit.** Numerical Fourier integrals give the ratio to Rutherford as 0.9581, 0.9893 and 0.9973 for $\mu/q=0.147$, 0.0736 and 0.0368. Each halving of $\mu$ reduces the deficit by a factor of about four.

The order of operations matters at small angles. With $s=q^2$ we have $ds=2k^2\sin\theta\,d\theta$, and the total Born cross section is

$$\sigma_{\rm tot}=\frac{\pi}{k^2}\int_0^{4k^2}\frac{4m^2C^2}{(s+\mu^2)^2}ds
=\frac{4\pi m^2C^2}{k^2}\left[\frac1{\mu^2}-\frac1{\mu^2+4k^2}\right]
=\frac{16\pi m^2C^2}{\mu^2(\mu^2+4k^2)} .$$

It diverges as $\mu\to0$. The limit holds at each nonzero angle but not uniformly down to $\theta=0$: however small $\mu$ is, angles with $q\lesssim\mu$ still feel the screening.

## The same field, treated classically

Now set $\mu=0$ and follow an orbit with incident speed $v$ and impact parameter $b$. Energy conservation makes the final speed equal to $v$, so the momentum turns through $\theta$ without changing length:

$$|\Delta\mathbf p|=2mv\sin\frac\theta2 .$$

The orbit is symmetric about the line from the centre to the point of closest approach, and $\Delta\mathbf p$ lies along that line. Let $\varphi$ be the position angle measured from it. Over the whole orbit $\varphi$ runs from $-(\pi-\theta)/2$ to $(\pi-\theta)/2$. The force component along the line is $C\cos\varphi/r^2$, and conservation of angular momentum gives $r^2\dot\varphi=vb$. Changing variable from $t$ to $\varphi$ removes $r$:

$$|\Delta\mathbf p|=\int\frac{C\cos\varphi}{r^2}\,dt=\frac{C}{vb}\int_{-(\pi-\theta)/2}^{(\pi-\theta)/2}\cos\varphi\,d\varphi=\frac{2C}{vb}\cos\frac\theta2 .$$

Equating the two expressions and using $mv^2=2E$,

$$\tan\frac\theta2=\frac{C}{2Eb},\qquad b=\frac D2\cot\frac\theta2,\qquad D=\frac CE .$$

**Checks.** For $b\to0$ the particle returns, $\theta\to\pi$, after stopping at $r=D$, where $C/r=E$. For $b\gg D$ the deflection is small, $\theta\approx D/b$.

Particles incident through the ring $2\pi b\,|db|$ leave through the solid angle $2\pi\sin\theta\,|d\theta|$. Hence

$$\frac{d\sigma}{d\Omega}=\frac{b}{\sin\theta}\left|\frac{db}{d\theta}\right|.$$

With $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$, the two factors are

$$\frac b{\sin\theta}=\frac{D}{4\sin^2(\theta/2)},\qquad
\left|\frac{db}{d\theta}\right|=\frac{D}{4\sin^2(\theta/2)} .$$

Their product is the boxed formula. Both the deflection law and the cross section were tested against integrated Newtonian trajectories.

Restoring $\hbar$ shows how a wave result can match. The Born amplitude becomes $-2mC/(\hbar q)^2$, and $\hbar q=2mv\sin(\theta/2)$ is the classical momentum transfer. No $\hbar$ is left.

This agreement does not validate Born for ions. Measured in units of $1/k$, with $\rho=kr$, the Coulomb wave equation is

$$(\nabla_\rho^2+1)\psi=\frac{2\eta}{\rho}\psi,\qquad \eta=\frac{mC}{k}=\frac Cv .$$

The single parameter $\eta$ measures the coupling. When the screening is weak, $\mu\ll k$, Born requires at least $\eta\ll1$. Even then, the next term of the amplitude, divided by $f_B$, contains $-2i\eta\ln(q/\mu)$. This is the start of a phase factor: it grows without limit as $\mu\to0$, but being imaginary it does not change the cross section at that order. The limit taken above therefore holds for the Born cross section, while the phase of the full amplitude has no limit. A calculation valid at any $\eta$ is still needed.

## Generalization: any coupling strength

Try $\psi=e^{ikz}g(x)$ with $x=k(r-z)$. The required derivatives are

$$|\nabla x|^2=2k^2\left(1-\frac zr\right)=\frac{2kx}{r},\qquad
\nabla^2x=\frac{2k}{r},\qquad \partial_zx=-\frac xr .$$

Also $\nabla^2\psi=e^{ikz}(\nabla^2g+2ik\,\partial_zg-k^2g)$. Inserting these in $(\nabla^2+k^2-2\eta k/r)\psi=0$ gives

$$\frac{2kx}{r}g''+\frac{2k}{r}g'-\frac{2ikx}{r}g'-\frac{2\eta k}{r}g=0,$$

and multiplication by $r/2k$ leaves

$$xg''+(1-ix)g'-\eta g=0 .$$

The solution regular at $x=0$ can be written as a loop integral. Put $a=-i\eta$ and

$$g(x)=\frac1{2\pi i}\oint e^{ixt}w(t)\,dt,\qquad w=t^{a-1}(t-1)^{-a},$$

with the loop running counterclockwise around a cut from 0 to 1. Outside the cut $w=t^{-1}(1-1/t)^{-a}$ is single-valued. At large $t$ it behaves as $1/t$, so $g(0)=1$.

To verify the equation, apply its left side to $e^{ixt}$. The result is $[xt(1-t)+it-\eta]e^{ixt}$. Replace $xe^{ixt}$ by $-i\,d(e^{ixt})/dt$ and integrate by parts; a closed loop has no end terms. The factor multiplying $e^{ixt}$ is then

$$i\frac{d}{dt}[t(1-t)w]+(it-\eta)w .$$

Because $t(1-t)w=-t^a(t-1)^{1-a}$, its derivative is $-[a(t-1)+(1-a)t]w=-(t-a)w$. The factor becomes $(ia-\eta)w=0$, as required.

For large $x$, $e^{ixt}$ decays upward in the complex $t$ plane. Keep the ends of the cut at 0 and 1 and lift its middle towards $+i\infty$, taking the loop with it. The lifted part contributes nothing, and two hairpins remain, one below each end point. Each is evaluated with Hankel's integral

$$\frac1{2\pi i}\int e^ss^{-\zeta}ds=\frac1{\Gamma(\zeta)},$$

whose path comes from $-\infty$ below the negative axis, passes counterclockwise around 0 and returns above. For $\mathrm{Re}\,\zeta<1$, collapsing it onto the axis gives $\pi^{-1}\sin(\pi\zeta)\Gamma(1-\zeta)=1/\Gamma(\zeta)$; analytic continuation covers other $\zeta$.

The phases need care, because an imaginary power turns a phase into a modulus. Take both arguments as zero at large positive $t$ and reach the end points through the lower half-plane.

- Near $t=0$, set $t=e^{-i\pi/2}s/x$. There $\arg(t-1)=-\pi$, so $w\,dt=e^{i\pi a/2}x^{-a}s^{a-1}ds$.
- Near $t=1$, set $t=1+e^{-i\pi/2}s/x$. There $\arg t=0$, so $w\,dt=-i\,e^{i\pi a/2}x^{a-1}s^{-a}ds$.

Since $e^{i\pi a/2}=e^{\pi\eta/2}$, the leading form of each part is

$$g\to A\,x^{i\eta}+B\,e^{ix}x^{-1-i\eta},\qquad
A=\frac{e^{\pi\eta/2}}{\Gamma(1+i\eta)},\quad
B=\frac{-i\,e^{\pi\eta/2}}{\Gamma(-i\eta)} .$$

From $\Gamma(1-i\eta)=-i\eta\,\Gamma(-i\eta)$,

$$\frac BA=-\eta\,\frac{\Gamma(1+i\eta)}{\Gamma(1-i\eta)},\qquad\left|\frac BA\right|=\eta,$$

because the two gamma functions are complex conjugates.

Restoring $e^{ikz}$ and using $kz+x=kr$, the first term is the incident wave and the second an outgoing spherical wave. Their logarithmic phases change the local wave vector by terms of order $1/r$, which do not affect the asymptotic fluxes. Corrections to the first term in powers of $1/x$ still travel with $e^{ikz}$ and belong to the incident wave. Away from $\theta=0$, $x=2kr\sin^2(\theta/2)$, so

$$|f|=\frac{\eta}{2k\sin^2(\theta/2)}=\frac{mC}{2k^2\sin^2(\theta/2)}=\frac{C}{4E\sin^2(\theta/2)} .$$

This is Rutherford's result at any $\eta$.

**Check on small coupling.** As $\eta\to0$ the gamma-function ratio tends to 1 and the phase $x^{-2i\eta}$ of the outgoing wave relative to the incident one disappears at any fixed $x$. Then $f\to-\eta/[2k\sin^2(\theta/2)]=-2mC/q^2$, the unscreened Born amplitude with its sign. At larger $\eta$, Born still has the right modulus but misses these phases.

## Putting weak screening back, for ions

A real target atom has electrons, so the next question is how fast the limit is reached when $\eta\gg1$. I use classical motion with $\mu D\ll1$ and $\mu b\ll1$. Close to the centre

$$V\approx\frac Cr-C\mu .$$

The constant exerts no force, but it changes the energy available in the Coulomb region to $E'=E+C\mu$. Physically, the screened ion has climbed a lower hill on its way in. Angular momentum is conserved, so the local impact parameter satisfies $b'\sqrt{E'}=b\sqrt E$. Neglecting the transverse force farther out, which at a fixed angle enters at order $\mu^2\ln(1/\mu)$,

$$\tan\frac\theta2=\frac{C}{2E'b'}=\frac{C}{2b\sqrt{EE'}} .$$

At a given angle $b^2$ is thus multiplied by $E/E'$. The cross section, proportional to $b\,|db/d\theta|$, acquires the same factor:

$$\frac{d\sigma}{d\Omega}\approx\frac{E}{E+C\mu}\left[\frac{C}{4E\sin^2(\theta/2)}\right]^2 .$$

This factor gives the reduction only at large angles. For $b\gtrsim D$ the neglected force changes the cross section by a relative amount of order $(\mu b)^2\ln(1/\mu b)$, which must be small compared with $\mu D$, and $\mu b\ll1$ alone does not ensure this. With the parameters of the next section, the classical reduction at $10^\circ$, where $\mu b=0.04$, is about 2.6 times the estimate.

At a fixed angle the reduction is first order in $\mu$, while the Born reduction is second order. There is no contradiction. Since $C/E=2\eta/k$, the classical reduction is $C\mu/E=2\eta\mu/k$. It carries an extra power of the coupling, which the square of a first-order amplitude cannot contain. The two theories share the zero-screening limit but approach it differently.

## Numbers for a backscattering measurement

Take alpha particles with $E=2.0\times10^6$ eV, a fixed centre with $Z_2=50$, and a screening length of 0.1 Å. These are model parameters; a single exponential is a simplified description of an atom's electrons. Then

$$D=\frac{1440\ \text{eV Å}}{2.0\times10^6\ \text{eV}}=7.20\times10^{-4}\ \text{Å}.$$

With $k=6.19\times10^4\ \text{Å}^{-1}$, $\eta=kD/2=22.3$. Born is far outside its domain. Numerical integration of the equation for $g$ at this coupling nevertheless gives $|B/A|/\eta=1.0000$, as derived.

At $160^\circ$, $\sin^2 80^\circ=0.970$ and

$$\frac{d\sigma}{d\Omega}=\left(\frac{7.20\times10^{-4}\ \text{Å}}{4\times0.970}\right)^2=3.44\times10^{-8}\ \text{Å}^2/\text{sr},$$

or 3.44 barn/sr. The impact parameter is $6.35\times10^{-5}$ Å, less than a tenth of $D$: backscattering selects nearly head-on collisions. At $60^\circ$ the factor $4\sin^2 30^\circ$ equals 1, so the cross section is $D^2=5.18\times10^{-7}\ \text{Å}^2/\text{sr}$, fifteen times larger.

For the screening, $C\mu=1.44\times10^4$ eV and the predicted factor is

$$\frac{2.0000}{2.0000+0.0144}=0.9929 .$$

Trajectories in the full screened potential give 0.9928 at $160^\circ$ and 0.9924 at $60^\circ$. The first-order estimate therefore accounts for most of the reduction at both angles. The remainder is larger at $60^\circ$ than at $160^\circ$.

The Born factor would predict a fractional reduction of $1.3\times10^{-8}$ at $160^\circ$, against $7.2\times10^{-3}$ from the trajectories. Using Born to judge whether screening matters here would be wrong by more than five orders of magnitude, although its unscreened cross section is right.

Finally, let a thin film contain one scattering centre per Å$^2$, and let the detector cover $10^{-3}$ sr at $160^\circ$. Neglecting energy loss and multiple scattering, $10^{14}$ incident ions give

$$N=10^{14}\times1\times10^{-3}\times3.44\times10^{-8}\approx3440$$

counts without screening and about 3420 with it. Analysing the screened count with the unscreened formula gives an areal density of 0.993 instead of 1 per Å$^2$.

The Poisson uncertainty of this run is 1.7%, larger than the 0.7% bias, so one run would not reveal the error. More counts reduce the random uncertainty but leave the bias. The two become equal near $1/0.0072^2\approx1.9\times10^4$ counts, between five and six times the present exposure. Beyond that, the screening bias exceeds the counting uncertainty in this model. Analysing a real film also requires the target atom's own screening potential and its recoil. The numerical output below lists the values at both angles.

## Table of computed values

```
Born/Rutherford, test angle 1.10 rad:
  mu/q = 0.1472: ratio = 0.958051
  mu/q = 0.0736: ratio = 0.989258
  mu/q = 0.0368: ratio = 0.997298
Born amplitude error, C=0.02 (m=k=mu=1, 1.5 rad): 0.02002
Born amplitude error, C=0.01 (same case): 0.01006
Charges Z1, Z2: 2, 50
Energy E: 2.000e+06 eV
Screening length 1/mu: 0.100 angstrom
Coupling C: 1439.965 eV angstrom
Head-on distance C/E: 7.19982e-04 angstrom
Wave number k: 6.18793e+04 1/angstrom
Coupling strength eta: 22.276
Exact Coulomb wave, |B/A|/eta: 1.0000000
Energy shift C mu: 14399.6 eV
Predicted factor E/(E+C mu): 0.992852
Angle 60 degrees:
  impact parameter, unscreened: 6.23523e-04 angstrom
  Rutherford: 5.18374e-07 angstrom^2/sr
  Rutherford, converted: 51.8374 barn/sr
  trajectories/Rutherford, unscreened: 0.9999995
  trajectories/Rutherford, screened: 0.992391
  fractional reduction, trajectories: 7.6092e-03
  fractional reduction, Born: 5.2232e-08
Angle 160 degrees:
  impact parameter, unscreened: 6.34762e-05 angstrom
  Rutherford: 3.44443e-08 angstrom^2/sr
  Rutherford, converted: 3.4444 barn/sr
  trajectories/Rutherford, unscreened: 1.0000000
  trajectories/Rutherford, screened: 0.992781
  fractional reduction, trajectories: 7.2193e-03
  fractional reduction, Born: 1.3464e-08
Film areal density: 1.00 1/angstrom^2
Detector solid angle: 1.0e-03 sr
Incident ions: 1.0e+14
Expected counts at 160 degrees, Rutherford: 3444.4
Expected counts at 160 degrees, screened: 3419.6
Areal density inferred without screening correction: 0.99278 1/angstrom^2
Counting uncertainty (Poisson), relative: 0.0170
```
